# Radiative Recombination in an Amorphous Oxide from Its Absorption Spectrum: a program that tests the result

```python
"""
Result under test: the van Roosbroeck-Shockley spontaneous emission rate
    R0 = (8 pi / h^3 c^2) * integral n^2 alpha(E) E^2 / (exp(E/kT) - 1) dE
and the radiative coefficient B = R0 / ni^2 of a disordered oxide.
E: photon energy (eV); alpha: net absorption coefficient (1/cm);
n: refractive index; ni: intrinsic carrier density (1/cm^3);
Tauc law: alpha E = A (E - Eg)^2; Urbach tail: alpha ~ exp(E / E_U).
Material parameters are rough values typical of amorphous In-Ga-Zn oxide.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

h_eV = sc.h / sc.e
c_cm = 100 * sc.c
k_eV = sc.k / sc.e
PREF = 8 * np.pi / (h_eV**3 * c_cm**2)

# ---- chosen parameters ----
T = 300.0
gap = 3.1             # eV
index = 2.0
tauc = 5.0e5          # 1/(cm eV)
mass_c, mass_v = 0.34, 2.0
urbach = 0.10         # eV
film_nm = 50.0
n_dark = 1.0e16       # 1/cm^3
mobility = 10.0       # cm^2/Vs
generation = 1.0e18   # 1/(cm^3 s)
kT = k_eV * T


def nodes(a, b, m=160):
    """Gauss-Legendre nodes and weights on (a, b)."""
    x, w = np.polynomial.legendre.leggauss(m)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def emission_rate(E, w, alpha, n, temp, splitting=0.0):
    """Emission from absorption, in 1/(cm^3 s)."""
    bose = 1 / np.expm1((E - splitting) / (k_eV * temp))
    return np.sum(w * PREF * n**2 * E**2 * alpha * bose)


def band_density(mass, temp):
    lam2 = sc.h**2 / (2 * np.pi * mass * sc.m_e * sc.k * temp)
    return 2 * lam2**-1.5 * 1e-6


# ---- test: photon mode as a birth-death process ----
x_mode, size = 0.5, 160
emit, absorb = 1.0, np.exp(x_mode)
N = np.arange(size)
gen = np.zeros((size, size))
for j in range(size - 1):
    gen[j + 1, j] += emit * (j + 1)
    gen[j, j] -= emit * (j + 1)
    gen[j, j + 1] += absorb * (j + 1)
    gen[j + 1, j + 1] -= absorb * (j + 1)
gen[-1, :] = 1.0
rhs = np.zeros(size)
rhs[-1] = 1.0
mean_N = np.dot(N, np.linalg.solve(gen, rhs))
assert abs(mean_N * np.expm1(x_mode) - 1) < 1e-8
assert abs((absorb - emit) * mean_N / emit - 1) < 1e-8

# ---- test: count box modes in a dispersive medium ----
def dispersive_index(E):
    return 1.9 + 0.01 * E**2


def wavenumber(E):
    return 2 * np.pi * dispersive_index(E) * E / (h_eV * c_cm)


Ea, Eb = 3.1, 3.3
Em = (Ea + Eb) / 2
box = 2 * np.pi * 84 / wavenumber(Em)
m2 = np.arange(-90, 91)**2
r2 = m2[:, None, None] + m2[None, :, None] + m2[None, None, :]
ra, rb = [wavenumber(E) * box / (2 * np.pi) for E in (Ea, Eb)]
count = 2 * np.count_nonzero((r2 > ra**2) & (r2 <= rb**2))
v_group = (Eb - Ea) * 2 * np.pi / (h_eV * (wavenumber(Eb) - wavenumber(Ea)))
mode_flux = count / (box**3 * (Eb - Ea)) * v_group
flux_ratio = mode_flux / (PREF * dispersive_index(Em)**2 * Em**2)
group_over_phase = c_cm / v_group / dispersive_index(Em)
assert abs(flux_ratio - 1) < 5e-3      # finite box: surface error of the count
assert group_over_phase > 1.05         # so a missing cancellation would show

# ---- test: absolute rate for dilute two-level dipoles in a host ----
w0 = 3.0 * sc.e / sc.hbar
damping = 1e-6 * w0
dipole = sc.e * 1e-10
T_hot = 12000.0
lower = 1e18                            # 1/m^3
upper = lower * np.exp(-sc.hbar * w0 / (sc.k * T_hot))
th, wth = nodes(-np.arctan(2000), np.arctan(2000), 300)
om = w0 + damping / 2 * np.tan(th)
w_om = wth * damping / 2 / np.cos(th)**2
polar = 2 * w0 * dipole**2 / (3 * sc.hbar) / (w0**2 - om**2 - 1j * damping * om)
eps = index**2 + (lower - upper) * polar / sc.epsilon_0
alpha_dip = 2 * om / sc.c * np.sqrt(eps).imag / 100
to_eV = sc.hbar / sc.e
from_absorption = emission_rate(om * to_eV, w_om * to_eV, alpha_dip, index, T_hot)
einstein_A = index * w0**3 * dipole**2 / (3 * np.pi * sc.epsilon_0 * sc.hbar * sc.c**3)
dipole_ratio = from_absorption / (upper * 1e-6 * einstein_A)
assert abs(dipole_ratio - 1) < 1e-3     # line wings beyond 1000 widths are cut

# ---- disordered bands, Tauc law ----
Nc, Nv = band_density(mass_c, T), band_density(mass_v, T)
ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
pair_strength = 2 * tauc * kT**3 / (Nc * Nv)
dos_unit = 2 / np.sqrt(np.pi) / kT**1.5
s, ws = nodes(0, 1)
x_el, w_el = s**2, 2 * s * ws           # energies above the band edge


def tauc_alpha(E):
    return tauc * (E - gap)**2 / E


def closed_R0(temp):
    t = k_eV * temp
    return PREF * index**2 * tauc * 2 * t**3 * (gap + 3 * t) * np.exp(-gap / t)


def pair_emission(mu_n, mu_p, y, wy, rho_v):
    """Sum over electron-hole pairs; y is hole energy below the valence edge."""
    electrons = w_el * Nc * dos_unit * np.sqrt(x_el) * expit((mu_n - gap - x_el) / kT)
    holes = wy * rho_v * expit((-y - mu_p) / kT)
    energy = gap + x_el[:, None] + y[None, :]
    return PREF * index**2 * pair_strength * (electrons @ energy @ holes)


R0 = closed_R0(T)
B = R0 / ni**2
E_b, w_b = nodes(gap, gap + 1.2)
assert abs(emission_rate(E_b, w_b, tauc_alpha(E_b), index, T) / R0 - 1) < 1e-8
rho_free = Nv * dos_unit * np.sqrt(x_el)
assert abs(pair_emission(gap / 2, gap / 2, x_el, w_el, rho_free) / R0 - 1) < 1e-6
q, wq = nodes(0, np.pi / 2)             # joint density of states gives Tauc law
xq = 0.5 * np.sin(q)**2
jac = 0.5 * 2 * np.sin(q) * np.cos(q)
joint = np.sum(wq * jac * np.sqrt(xq * (0.5 - xq))) * Nc * Nv * dos_unit**2
assert abs(pair_strength * joint / (tauc * 0.25) - 1) < 1e-8

# ---- temperature of use: B at 400 K from the absorption integral ----
T2 = 400.0
ni2_sq = band_density(mass_c, T2) * band_density(mass_v, T2) * np.exp(-gap / (k_eV * T2))
B2 = emission_rate(E_b, w_b, tauc_alpha(E_b), index, T2) / ni2_sq
B_T_ratio = B2 / B
assert abs(B_T_ratio / ((gap + 3 * k_eV * T2) / (gap + 3 * kT)) - 1) < 1e-6

# ---- degeneracy ----
def electron_density(mu):
    return np.sum(w_el * Nc * dos_unit * np.sqrt(x_el) * expit((mu - gap - x_el) / kT))


n_high = 1e19
mu_high = brentq(lambda mu: electron_density(mu) - n_high, gap - 0.3, gap + 0.6)
mu_hole = 0.5
p_free = np.sum(w_el * rho_free * expit((-x_el - mu_hole) / kT))
R_high = pair_emission(mu_high, mu_hole, x_el, w_el, rho_free)
B_high_ratio = R_high / (n_high * p_free) / B
boltz_excess = R0 * np.exp((mu_high - mu_hole) / kT) / R_high
assert abs(B_high_ratio - 1) < 0.02 and boltz_excess > 1.3

# ---- Urbach tail joined to the Tauc law with equal value and slope ----
def tail_rate(lower_E, width):
    join = brentq(lambda E: 2 / (E - gap) - 1 / E - 1 / width, gap + 1e-6, gap + 1)
    e1, w1 = nodes(lower_E, join, 240)
    e2, w2 = nodes(join, join + 1.2, 240)
    a1 = tauc_alpha(join) * np.exp((e1 - join) / width)
    return (emission_rate(e1, w1, a1, index, T)
            + emission_rate(e2, w2, tauc_alpha(e2), index, T)), join


limits = (2.8, 2.5, 2.1)
tail_ratios = [tail_rate(E, urbach)[0] / R0 for E in limits]
join_E = tail_rate(2.8, urbach)[1]
sharp = 0.015
sharp_ratios = [tail_rate(E, sharp)[0] / R0 for E in limits]
assert abs(sharp_ratios[2] / sharp_ratios[0] - 1) < 1e-2
growth = tail_ratios[2] / tail_ratios[1]
endpoint_law = (2.1 / 2.5)**2 * np.exp(0.4 * (1 / kT - 1 / urbach))
assert abs(growth / endpoint_law - 1) < 0.02   # endpoint law is leading order

# ---- valence tail under light: pair sum against absorption integral ----
tail_top = 1.0        # eV above the valence edge, where the model tail ends
mu_p_light = 0.9      # eV above the valence edge


def rho_tail(y):
    band = np.sqrt(np.maximum(y, 0))
    tail = np.sqrt(urbach / 2) * np.exp(np.minimum(y, urbach) / urbach - 0.5)
    return Nv * dos_unit * np.where(y > urbach / 2, band, tail)


y_t, w_t = nodes(-tail_top, urbach / 2, 240)
trapped = np.sum(w_t * rho_tail(y_t) * expit((-y_t - mu_p_light) / kT))
n_light = n_dark + trapped
mu_dark = gap - kT * np.log(Nc / n_dark)
mu_n_light = gap - kT * np.log(Nc / n_light)
split = mu_n_light - mu_p_light
E_min = gap - tail_top
assert split < E_min
t, wt = nodes(0, np.sqrt(1.2), 240)
E_t, w_Et = E_min + t**2, 2 * t * wt


def tail_absorption(mu_n, mu_p):
    out = []
    for E in E_t:
        x = (E - E_min) * s**2
        wx = (E - E_min) * 2 * s * ws
        y = E - gap - x
        f_v = expit((mu_p + y) / kT)
        f_c = expit((mu_n - gap - x) / kT)
        rho_c = Nc * dos_unit * np.sqrt(x)
        out.append(pair_strength / E * np.sum(wx * rho_c * rho_tail(y) * (f_v - f_c)))
    return np.array(out)


R_tail_dark = pair_emission(mu_dark, mu_dark, y_t, w_t, rho_tail(y_t))
R_tail_light = pair_emission(mu_n_light, mu_p_light, y_t, w_t, rho_tail(y_t))
vrs_dark = emission_rate(E_t, w_Et, tail_absorption(mu_dark, mu_dark), index, T)
vrs_light = emission_rate(E_t, w_Et, tail_absorption(mu_n_light, mu_p_light),
                          index, T, split)
assert abs(vrs_dark / R_tail_dark - 1) < 1e-4
assert abs(vrs_light / R_tail_light - 1) < 1e-4
scaling_excess = R_tail_dark * np.exp(split / kT) / R_tail_light
assert scaling_excess > 3

# ---- emission peak and optical conditions ----
grid = np.linspace(gap + 1e-5, gap + 0.3, 30001)
peak = grid[np.argmax(grid**2 * tauc_alpha(grid) / np.expm1(grid / kT))]
assert abs((peak - gap) / (2 * kT) - 1) < 0.03
peak_nm = h_eV * sc.c / peak * 1e9
alpha_peak = tauc_alpha(peak)
extinction = alpha_peak * peak_nm * 1e-7 / (4 * np.pi)
assert extinction < 0.01 * index

# ---- photon modes of a free-standing film, dipoles averaged over the film ----
def film_factor(phase, u, du):
    """Emission relative to bulk; u is in-plane wavenumber over film wavenumber."""
    q1, q2 = np.sqrt(1 - u**2 + 0j), np.sqrt(1 / index**2 - u**2 + 0j)
    r_s = (q1 - q2) / (q1 + q2)
    r_p = (q1 - index**2 * q2) / (q1 + index**2 * q2)
    total = 0.0
    for z, wz in zip(*nodes(0, 1, 60)):
        a, b = np.exp(2j * q1 * phase * z), np.exp(2j * q1 * phase * (1 - z))
        part_s = (1 + r_s * a) * (1 + r_s * b) / (1 - r_s**2 * a * b)
        part_x = (1 - r_p * a) * (1 - r_p * b) / (1 - r_p**2 * a * b)
        part_z = (1 + r_p * a) * (1 + r_p * b) / (1 - r_p**2 * a * b)
        f = 0.5 * u / q1 * (part_s + q1**2 * part_x + u**2 * part_z)
        total += wz * np.sum(f * du).real
    return total


ang, w_ang = nodes(0, np.pi, 400)       # path below the guided-mode poles
u_all = 1 - np.cos(ang) - 0.3j * np.sin(ang)
du_all = w_ang * (np.sin(ang) - 0.3j * np.cos(ang))
phi, w_phi = nodes(0, np.pi / 2, 400)   # waves that leave the film
u_out, du_out = np.sin(phi) / index, w_phi * np.cos(phi) / index
thin_law = 2 / (3 * index) + 1 / (3 * index**5)
assert abs(film_factor(1e-4, u_all, du_all) / thin_law - 1) < 2e-3
assert abs(film_factor(1e-4, u_out, du_out) / thin_law - 1) < 2e-3
assert abs(film_factor(40.0, u_all, du_all) - 1) < 0.05   # surface share remains
phase_film = 2 * np.pi * index * film_nm / peak_nm
film_total = film_factor(phase_film, u_all, du_all)
film_out = film_factor(phase_film, u_out, du_out)
assert 0 < film_out < film_total

# ---- radiative limit of the photoconductivity ----
lifetime = 1 / (B * n_dark)
excess = (-n_dark + np.sqrt(n_dark**2 + 4 * generation / B)) / 2
photo_sigma = sc.e * mobility * excess
assert abs(excess / (generation * lifetime) - 1) < 0.1

# ---- output ----
print(f"temperature: {T:.0f} K, kT = {kT*1e3:.3f} meV")
print(f"gap: {gap:.2f} eV, refractive index: {index:.2f}")
print(f"Tauc coefficient A: {tauc:.2e} 1/(cm eV)")
print(f"absorption coefficient at 4.1 eV: {tauc_alpha(4.1):.3e} 1/cm")
print(f"band masses: {mass_c:.2f} and {mass_v:.2f} electron masses")
print(f"Nc = {Nc:.3e} 1/cm^3, Nv = {Nv:.3e} 1/cm^3")
print(f"intrinsic density ni: {ni:.3e} 1/cm^3")
print(f"band-to-band R0: {R0:.3e} 1/(cm^3 s)")
print(f"radiative coefficient B: {B:.3e} cm^3/s")
print(f"emission peak: {peak:.4f} eV = {peak_nm:.1f} nm")
print(f"peak above gap: {(peak-gap)/kT:.3f} kT")
print(f"dark electron density: {n_dark:.1e} 1/cm^3")
print(f"radiative free-hole lifetime: {lifetime*1e6:.1f} us")
print(f"generation rate: {generation:.1e} 1/(cm^3 s)")
print(f"excess electron density, radiative limit: {excess:.3e} 1/cm^3")
print(f"mobility: {mobility:.1f} cm^2/Vs")
print(f"photoconductivity, radiative limit: {photo_sigma:.3e} S/cm")
print(f"test, mean photon number at E/kT = {x_mode}: {mean_N:.5f}")
print(f"test, counted modes x speed / formula: {flux_ratio:.5f}")
print(f"test, group index / phase index: {group_over_phase:.4f}")
print(f"test, two-level emission / dipole formula: {dipole_ratio:.5f}")
print(f"B(400 K)/B(300 K), fixed gap and A: {B_T_ratio:.5f}")
print(f"at n = {n_high:.0e} 1/cm^3: R/(np)/B = {B_high_ratio:.5f}")
print(f"same n: R0 exp(split/kT) / true R = {boltz_excess:.3f}")
print(f"Urbach energy: {urbach*1e3:.0f} meV, joined at {join_E:.4f} eV")
for E, r_wide, r_sharp in zip(limits, tail_ratios, sharp_ratios):
    print(f"lower limit {E:.1f} eV: R0(with tail)/R0(band) = {r_wide:.3e}"
          f" ; for {sharp*1e3:.0f} meV tail {r_sharp:.5f}")
print(f"growth of R0 from limit 2.5 to 2.1 eV: {growth:.3e}")
print(f"same growth from endpoint law: {endpoint_law:.3e}")
print(f"model valence tail ends {tail_top:.2f} eV above valence edge")
print(f"hole quasi-Fermi level: {mu_p_light:.2f} eV above valence edge")
print(f"trapped holes under light: {trapped:.3e} 1/cm^3")
print(f"electrons under light: {n_light:.3e} 1/cm^3")
print(f"quasi-Fermi splitting under light: {split:.4f} eV")
print(f"tail emission under light, pair sum: {R_tail_light:.4e} 1/(cm^3 s)")
print(f"same from absorption: {vrs_light:.4e} 1/(cm^3 s)")
print(f"simple exponential scaling / true emission: {scaling_excess:.2f}")
print(f"Tauc absorption at emission peak: {alpha_peak:.1f} 1/cm")
print(f"extinction index at emission peak: {extinction:.2e}")
print(f"film thickness: {film_nm:.0f} nm, free-standing in air")
print(f"film emission rate / bulk rate: {film_total:.4f}")
print(f"share of film emission leaving directly: {film_out/film_total:.4f}")
print("done: every assertion held")
```

Output:

```
temperature: 300 K, kT = 25.852 meV
gap: 3.10 eV, refractive index: 2.00
Tauc coefficient A: 5.00e+05 1/(cm eV)
absorption coefficient at 4.1 eV: 1.220e+05 1/cm
band masses: 0.34 and 2.00 electron masses
Nc = 4.975e+18 1/cm^3, Nv = 7.098e+19 1/cm^3
intrinsic density ni: 1.718e-07 1/cm^3
band-to-band R0: 7.259e-27 1/(cm^3 s)
radiative coefficient B: 2.459e-13 cm^3/s
emission peak: 3.1521 eV = 393.3 nm
peak above gap: 2.016 kT
dark electron density: 1.0e+16 1/cm^3
radiative free-hole lifetime: 406.7 us
generation rate: 1.0e+18 1/(cm^3 s)
excess electron density, radiative limit: 3.914e+14 1/cm^3
mobility: 10.0 cm^2/Vs
photoconductivity, radiative limit: 6.271e-04 S/cm
test, mean photon number at E/kT = 0.5: 1.54149
test, counted modes x speed / formula: 0.99853
test, group index / phase index: 1.1023
test, two-level emission / dipole formula: 0.99968
B(400 K)/B(300 K), fixed gap and A: 1.00814
at n = 1e+19 1/cm^3: R/(np)/B = 1.00418
same n: R0 exp(split/kT) / true R = 1.989
Urbach energy: 100 meV, joined at 3.2941 eV
lower limit 2.8 eV: R0(with tail)/R0(band) = 2.286e+04 ; for 15 meV tail 1.17070
lower limit 2.5 eV: R0(with tail)/R0(band) = 9.975e+07 ; for 15 meV tail 1.17073
lower limit 2.1 eV: R0(with tail)/R0(band) = 6.797e+12 ; for 15 meV tail 1.17073
growth of R0 from limit 2.5 to 2.1 eV: 6.814e+04
same growth from endpoint law: 6.778e+04
model valence tail ends 1.00 eV above valence edge
hole quasi-Fermi level: 0.90 eV above valence edge
trapped holes under light: 2.427e+16 1/cm^3
electrons under light: 3.427e+16 1/cm^3
quasi-Fermi splitting under light: 2.0713 eV
tail emission under light, pair sum: 1.4268e+20 1/(cm^3 s)
same from absorption: 1.4268e+20 1/(cm^3 s)
simple exponential scaling / true emission: 7.99
Tauc absorption at emission peak: 431.0 1/cm
extinction index at emission peak: 1.35e-03
film thickness: 50 nm, free-standing in air
film emission rate / bulk rate: 0.6199
share of film emission leaving directly: 0.1644
done: every assertion held
```
